# The ground-state hyperfine splitting of positronium, compared with hydrogen: a program that tests the result

```python
# Result under test (hbar=c=1, e^2=4*pi*alpha, m = electron mass), leading order in alpha:
#   positronium E(1 3S1)-E(1 1S0) = (1/3 + 1/4) m alpha^4
#   magnetic part for masses m1,m2, g factors g1,g2: (2/3) g1 g2 alpha^4 mu^3/(m1 m2)
#   annihilation part: e^2 |<0|j|triplet>|^2 |psi(0)|^2/(4 m^2) = m alpha^4/4
# mu = reduced mass, psi(0) = 1s wave function at contact, j = Dirac current operator.
import numpy as np
import sympy as sp
from scipy import constants as sc
from scipy.linalg import eigh_tridiagonal

alpha, me, mp_, hbar, c, h, e = sc.alpha, sc.m_e, sc.m_p, sc.hbar, sc.c, sc.h, sc.e
mmu = sc.physical_constants['muon mass'][0]
gp = sc.physical_constants['proton g factor'][0]
a0 = sc.physical_constants['Bohr radius'][0]
sig = [np.array(s, complex) for s in ([[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]])]

# contact density from finite-difference diagonalization (atomic units)
def contact_density(mu, step=0.002, rmax=60.0):
    r = step*np.arange(1, int(rmax/step))
    w, v = eigh_tridiagonal(1/(mu*step**2) - 1/r, -np.ones(len(r)-1)/(2*mu*step**2),
                            select='i', select_range=(0, 0))
    u = v[:, 0]/np.sqrt(step)
    return w[0], ((4*u[0] - u[1])/(2*step))**2/(4*np.pi)
mu = {'Ps': 0.5, 'Mu': mmu/(me+mmu), 'H': mp_/(me+mp_)}
dens = {}
for k in mu:
    en, dens[k] = contact_density(mu[k])
    assert abs(en/(-mu[k]/2) - 1) < 1e-4 and abs(dens[k]/(mu[k]**3/np.pi) - 1) < 1e-4

# (sigma.pi)^2 = pi^2 - q sigma.B for an arbitrary vector potential
X = sp.symbols('x y z', real=True)
q = sp.Symbol('q')
curl = lambda A: [sp.diff(A[(i+2) % 3], X[(i+1) % 3]) - sp.diff(A[(i+1) % 3], X[(i+2) % 3]) for i in range(3)]
A = [sp.Function(n)(*X) for n in ('Ax', 'Ay', 'Az')]
chi = sp.Matrix([sp.Function('f')(*X), sp.Function('g')(*X)])
ss = [sp.Matrix([[0, 1], [1, 0]]), sp.Matrix([[0, -sp.I], [sp.I, 0]]), sp.Matrix([[1, 0], [0, -1]])]
pi_op = lambda i, w: -sp.I*w.diff(X[i]) - q*A[i]*w
sdotpi = lambda w: sum((ss[i]*pi_op(i, w) for i in range(3)), sp.zeros(2, 1))
rest = sdotpi(sdotpi(chi)) - sum((pi_op(i, pi_op(i, chi)) - q*curl(A)[i]*ss[i]*chi for i in range(3)), sp.zeros(2, 1))
assert rest.applyfunc(sp.expand) == sp.zeros(2, 1)

# field of a smeared unit dipole averaged over a 1s density exp(-2r)/pi
smear = sp.Symbol('s', positive=True)
mvec = sp.Matrix([1, 2, 2])/3
Adip = mvec.cross(sp.Matrix(X))/(4*sp.pi*(X[0]**2 + X[1]**2 + X[2]**2 + smear**2)**sp.Rational(3, 2))
Bfun = sp.lambdify(list(X) + [smear], curl(list(Adip)), 'numpy')
t, wt = np.polynomial.legendre.leggauss(400)
lo, hi = np.log(1e-10), np.log(40.0)
r = np.exp(lo + (hi-lo)*(t+1)/2); wr = wt*(hi-lo)/2*r**3*np.exp(-2*r)/np.pi
ct, wc = np.polynomial.legendre.leggauss(6)
ph = 2*np.pi*np.arange(8)/8
R, CT, PH = np.meshgrid(r, ct, ph, indexing='ij')
ST = np.sqrt(1 - CT**2)
W = wr[:, None, None]*wc[None, :, None]*(2*np.pi/8)
Bavg = np.pi*np.array([np.sum(W*b) for b in Bfun(R*ST*np.cos(PH), R*ST*np.sin(PH), R*CT, 1e-6)])
mnum = np.array([1, 2, 2])/3
contact_coef = Bavg @ mnum
assert np.allclose(Bavg, 2/3*mnum, atol=2e-5)   # residual is about 4*smear

spin_eigs = np.linalg.eigvalsh(sum(np.kron(s, s) for s in sig)/4)
spin_gap = spin_eigs[-1] - spin_eigs[0]
assert np.allclose(spin_eigs, [-0.75, 0.25, 0.25, 0.25])

# Fock space of four Dirac modes at rest (m=1), neutral sector
Z2 = np.zeros((2, 2)); I2 = np.eye(2)
beta = np.diag([1., 1., -1., -1.]).astype(complex)
alph = [np.block([[Z2, s], [s, Z2]]) for s in sig]
Sig = [np.block([[s, Z2], [Z2, s]])/2 for s in sig]
def kron_all(ms):
    out = np.eye(1)
    for m_ in ms:
        out = np.kron(out, m_)
    return out
low = np.array([[0., 1.], [0., 0.]])
cop = [kron_all([np.diag([1., -1.])]*a + [low] + [I2]*(3-a)) for a in range(4)]
neutral = np.where(np.isclose(np.diag(sum(x.T @ x for x in cop)), 2))[0]
def bil(M):
    return sum(M[a, b]*cop[a].T @ cop[b] for a in range(4) for b in range(4))[np.ix_(neutral, neutral)]
H0 = bil(beta) + 2*np.eye(6)
S2 = sum(bil(s) @ bil(s) for s in Sig)
lev, st = np.linalg.eigh(H0 + 0.1*S2)
assert np.allclose(lev, [0, 2, 2.2, 2.2, 2.2, 4])
jop = [bil(a) for a in alph]
j2 = [sum(abs(st[:, 0].conj() @ j @ st[:, n])**2 for j in jop) for n in range(1, 5)]
assert np.allclose(j2, [0, 2, 2, 2], atol=1e-12)

# exact diagonalization: Dirac modes + three oscillators, coupling g^2 = e^2/(2 w V)
b1 = np.diag([1., np.sqrt(2)], 1); I3 = np.eye(3)
bos = [kron_all([b1 if i == k else I3 for i in range(3)]) for k in range(3)]
def kernel_model(w, g):
    H = np.kron(H0, np.eye(27)) + w*np.kron(np.eye(6), sum(b.T @ b for b in bos))
    H = H + g*sum(np.kron(jop[i], bos[i] + bos[i].T) for i in range(3))
    ev, vec = np.linalg.eigh(H)
    pick = lambda n: ev[np.argmax(abs(vec.conj().T @ np.kron(st[:, n], np.eye(27)[0])))]
    return (pick(2) - pick(1))/(2*w*g*g)      # triplet-singlet shift in units e^2/(V m^2)
model = {w: kernel_model(w, 1e-3) for w in (0.3, 0.8, 3.0)}
for w in model:
    assert abs(model[w]/(2/(4 - w*w)) - 1) < 1e-3
assert model[3.0] < 0 < model[0.8]
ann_coef = (4*kernel_model(0.05, 5e-4) - kernel_model(0.1, 1e-3))/3   # extrapolation to w=0
assert abs(ann_coef/0.5 - 1) < 3e-4

# Coulomb-gauge annihilation kernel from numerical spinors
def kernels(K, p):
    p1, p2 = K/2 + p, K/2 - p
    e1, v1 = np.linalg.eigh(beta + sum(p1[i]*alph[i] for i in range(3)))
    e2, v2 = np.linalg.eigh(beta - sum(p2[i]*alph[i] for i in range(3)))
    U, V, E = v1[:, 2:], v2[:, :2], e1[3] - e2[0]
    rho = (V.conj().T @ U).ravel()
    j = np.array([(V.conj().T @ a @ U).ravel() for a in alph])
    assert np.allclose(E*rho, K @ j, atol=1e-12)
    jT = j - np.outer(K, K @ j)/(K @ K)
    coul = jT.conj().T @ jT/(E*E - K @ K) + np.outer(rho.conj(), rho)/(K @ K)
    cov = (j.conj().T @ j - np.outer(rho.conj(), rho))/(E*E - K @ K)
    return coul, cov
coul, cov = kernels(np.array([0.7, -0.4, 1.1]), np.array([0.2, 0.5, -0.3]))
assert np.allclose(coul, cov, atol=1e-12)
for K in ([1e-3, 0, 0], [0, 0, 1e-3], [5e-4, -7e-4, 3e-4]):
    kev = np.linalg.eigvalsh(kernels(np.array(K), np.array([2e-4, 1e-4, -3e-4]))[0])
    assert np.allclose(kev, [0, .5, .5, .5], atol=1e-5)

# numerical pieces assembled in SI against the closed formulas
unit = me*c**2*alpha**4/h/1e9
partner = {'Ps': (me, 2.0), 'Mu': (mmu, 2.0), 'H': (mp_, gp)}
mag, mag_num = {}, {}
for k, (M, g) in partner.items():
    mag[k] = 2/3*2*g*mu[k]**3*me/M*unit
    mag_num[k] = sc.mu_0*contact_coef*(e*hbar/me)*(g*e*hbar/(2*M))*spin_gap*dens[k]/a0**3/h/1e9
    assert abs(mag_num[k]/mag[k] - 1) < 2e-4
ann_num = e**2/sc.epsilon_0*ann_coef*(hbar/(me*c))**2*dens['Ps']/a0**3/h/1e9
tot_num, tot = mag_num['Ps'] + ann_num, (1/3 + 1/4)*unit
assert abs(mag_num['Ps']/(unit/3) - 1) < 2e-4 and abs(ann_num/(unit/4) - 1) < 4e-4
assert abs(tot_num/tot - 1) < 3e-4 and round(tot, 1) == 204.4
f_mass, f_g, f_dens, f_ann = mp_/me, 2/gp, (0.5/mu['H'])**3, 7/4
assert abs(mag_num['Ps']/mag_num['H']/(f_mass*f_g*f_dens) - 1) < 3e-4
assert abs(tot_num/mag_num['H']/(f_mass*f_g*f_dens*f_ann) - 1) < 5e-4
assert mag_num['Ps']/mag_num['H'] < 100 < tot_num/mag_num['H']

print(f"alpha = {alpha:.9e}; 1/alpha = {1/alpha:.6f}; alpha^4 = {alpha**4:.6e}")
print(f"m c^2 = {me*c*c/e:.2f} eV; m c^2/h = {me*c*c/h/1e9:.6e} GHz")
print(f"m c^2 alpha^4/h = {unit:.3f} GHz")
print(f"m_p/m = {f_mass:.4f}; m_mu/m = {mmu/me:.4f}; g_p = {gp:.6f}")
for k in mu:
    print(f"{k}: mu/m = {mu[k]:.6f}; radius = {1/mu[k]:.6f} a0; |psi(0)|^2 = {mu[k]**3/np.pi:.6f} a0^-3 (grid {dens[k]:.6f})")
print(f"contact coefficient by quadrature = {contact_coef:.5f} (dimensionless)")
print(f"S1.S2 singlet, triplet = {spin_eigs[0]:.2f}, {spin_eigs[-1]:.2f}")
print(f"|<0|j|pair>|^2 singlet, triplet = {j2[0]:.3f}, {j2[1]:.3f}")
for w in model:
    print(f"model shift, w = {w} m: exact {model[w]:.5f}, 2/(4-w^2) = {2/(4-w*w):.5f} e^2/(V m^2)")
print(f"model shift, w -> 0: {ann_coef:.5f} e^2/(V m^2)")
print("spinor kernel eigenvalues at small K =", ", ".join(f"{abs(x):.5f}" for x in kev), "1/m^2")
print(f"Ps magnetic part = {unit/3:.3f} GHz (numerical route {mag_num['Ps']:.2f} GHz)")
print(f"Ps annihilation part = {unit/4:.3f} GHz (numerical route {ann_num:.2f} GHz)")
print(f"Ps total = {tot:.3f} GHz = {tot*1e9*h/e*1e3:.5f} meV (numerical route {tot_num:.2f} GHz)")
print(f"H splitting = {mag['H']:.5f} GHz = {mag['H']*1e9*h/e*1e3:.7f} meV (numerical route {mag_num['H']:.4f} GHz)")
print(f"muonium splitting (g=2) = {mag['Mu']:.4f} GHz (numerical route {mag_num['Mu']:.4f} GHz)")
print(f"factor 2/g_p = {f_g:.6f}; moment ratio (m_p/m)(2/g_p) = {f_mass*f_g:.3f}")
print(f"density ratio Ps/H = {f_dens:.6f}; annihilation factor = {f_ann:.2f}")
print(f"ratio Ps magnetic / H = {unit/3/mag['H']:.2f}")
print(f"ratio Ps total / H = {tot/mag['H']:.2f}")
print("ALL CHECKS PASSED")
```

Printed output:

```
alpha = 7.297352564e-03; 1/alpha = 137.035999; alpha^4 = 2.835707e-09
m c^2 = 510998.95 eV; m c^2/h = 1.235590e+11 GHz
m c^2 alpha^4/h = 350.377 GHz
m_p/m = 1836.1527; m_mu/m = 206.7683; g_p = 5.585695
Ps: mu/m = 0.500000; radius = 2.000000 a0; |psi(0)|^2 = 0.039789 a0^-3 (grid 0.039789)
Mu: mu/m = 0.995187; radius = 1.004836 a0; |psi(0)|^2 = 0.313736 a0^-3 (grid 0.313733)
H: mu/m = 0.999456; radius = 1.000545 a0; |psi(0)|^2 = 0.317790 a0^-3 (grid 0.317787)
contact coefficient by quadrature = 0.66666 (dimensionless)
S1.S2 singlet, triplet = -0.75, 0.25
|<0|j|pair>|^2 singlet, triplet = 0.000, 2.000
model shift, w = 0.3 m: exact 0.51151, 2/(4-w^2) = 0.51151 e^2/(V m^2)
model shift, w = 0.8 m: exact 0.59524, 2/(4-w^2) = 0.59524 e^2/(V m^2)
model shift, w = 3.0 m: exact -0.40000, 2/(4-w^2) = -0.40000 e^2/(V m^2)
model shift, w -> 0: 0.50000 e^2/(V m^2)
spinor kernel eigenvalues at small K = 0.00000, 0.50000, 0.50000, 0.50000 1/m^2
Ps magnetic part = 116.792 GHz (numerical route 116.79 GHz)
Ps annihilation part = 87.594 GHz (numerical route 87.59 GHz)
Ps total = 204.387 GHz = 0.84528 meV (numerical route 204.39 GHz)
H splitting = 1.41884 GHz = 0.0058679 meV (numerical route 1.4188 GHz)
muonium splitting (g=2) = 4.4538 GHz (numerical route 4.4538 GHz)
factor 2/g_p = 0.358058; moment ratio (m_p/m)(2/g_p) = 657.448
density ratio Ps/H = 0.125204; annihilation factor = 1.75
ratio Ps magnetic / H = 82.32
ratio Ps total / H = 144.05
ALL CHECKS PASSED
```
